\section*{Thomas Double Scattering: Deflection of a Fast Proton Capturing an Electron}

\section{Problem}

A proton of mass $M$ and velocity $\mathbf V$ passes an atom and leaves as a hydrogen atom, having captured one of the atom's electrons, of mass $m$. In the Thomas picture this takes two elastic collisions in succession: the proton strikes the electron, and the electron then scatters from the atom's nucleus and departs alongside the proton. Take the electron to be free and at rest before the first collision, hold the nucleus fixed, and use non-relativistic mechanics. Write $\mu=m/M$.

\begin{enumerate}
\item[(a)] Show that a single elastic collision between proton and electron cannot produce capture. Show also that, when a nucleus takes part, conservation laws applied only to the initial and final states do not fix the direction of the outgoing atom.
\item[(b)] Apply the conservation laws to each collision and show that the atom emerges at about $0.47$ mrad to the beam, whatever the proton's speed.
\item[(c)] Find the angle through which the nucleus turns the electron, and the momentum the nucleus receives.
\item[(d)] Let the second scatterer recoil, with mass $M_T$. Find the deflection to leading order in $\mu$, and apply it to a nucleus and to a second electron.
\item[(e)] A 5 MeV proton beam crosses a dilute gas and then drifts 10 m. The gas atom is a model with nuclear charge number 2, nuclear mass 4 u and electron binding energy 25 eV. Find the sideways displacement of the atoms, and estimate how relativity, binding, electron motion and direct deflection by the nucleus affect the result.
\end{enumerate}

\section{Solution}

\subsection{(a) Why two collisions are needed}

Let $\mathbf v'$ be the proton's velocity and $\mathbf u$ the electron's velocity after the first collision. Momentum and energy conservation read
\begin{align}
M\mathbf V &= M\mathbf v'+m\mathbf u, \label{mom}\\
\tfrac12 MV^2 &= \tfrac12 Mv'^2+\tfrac12 mu^2. \label{en}
\end{align}
Equation (\ref{mom}) gives $\mathbf v'=\mathbf V-\mu\mathbf u$. Inserting this in (\ref{en}), after division by $M/2$, gives
\begin{equation}
V^2=V^2-2\mu\,\mathbf V\cdot\mathbf u+\mu^2u^2+\mu u^2 .
\end{equation}
Cancelling $V^2$ and dividing by $\mu$ leaves
\begin{equation}
2\,\mathbf V\cdot\mathbf u=(1+\mu)u^2. \label{dot}
\end{equation}
The relative velocity after the collision is $\mathbf u-\mathbf v'=(1+\mu)\mathbf u-\mathbf V$. Its square is
\begin{equation}
|\mathbf u-\mathbf v'|^2=(1+\mu)^2u^2-2(1+\mu)\mathbf V\cdot\mathbf u+V^2=V^2,
\end{equation}
where (\ref{dot}) cancels the first two terms. The particles therefore separate at the full relative speed $V$. Capture requires them to travel together, with relative speed close to zero on the scale of $V$, so a further interaction must change the electron's velocity.

The nucleus can supply that change. Suppose that the final atom has velocity $\mathbf v'$ and the nucleus receives momentum $\mathbf K$. Then
\begin{equation}
M\mathbf V=(M+m)\mathbf v'+\mathbf K,\qquad
\tfrac12MV^2=\tfrac12(M+m)v'^2. \label{overall}
\end{equation}
A fixed nucleus, the limit of infinite mass, takes momentum but no kinetic energy. The second equation sets the speed of the atom. The first can be satisfied for any direction of $\mathbf v'$ by a suitable $\mathbf K$. The Thomas angle thus comes from the additional assumption that each of the two collisions conserves energy and momentum separately.

\subsection{(b) The deflection}

Let the electron leave the first collision at angle $\phi$ on one side of the beam, and the proton at angle $\theta$ on the other. Then $\mathbf V\cdot\mathbf u=Vu\cos\phi$, and for $u\neq0$ equation (\ref{dot}) becomes
\begin{equation}
u=\frac{2V\cos\phi}{1+\mu}. \label{u}
\end{equation}
A fixed nucleus turns the electron without changing its speed. To end with the proton's velocity, the electron must already have the proton's speed when it leaves the first collision:
\begin{equation}
u=v'. \label{match}
\end{equation}
With this condition, (\ref{en}) becomes $V^2=(1+\mu)v'^2$, so
\begin{equation}
u=v'=\frac{V}{\sqrt{1+\mu}}. \label{speed}
\end{equation}
Equating (\ref{u}) and (\ref{speed}) gives
\begin{equation}
\cos\phi=\frac{\sqrt{1+\mu}}{2}. \label{phi}
\end{equation}
Since $\mu$ is small, $\phi$ is close to $60^\circ$. A stationary electron struck head-on by a heavy projectile leaves at nearly $2V$. At $60^\circ$ its speed is half of that, which is the speed needed for capture.

There was no transverse momentum initially, so the transverse momenta after the first collision balance:
\begin{equation}
Mv'\sin\theta=mu\sin\phi .
\end{equation}
Because $u=v'$, the speeds cancel. With (\ref{phi}),
\begin{equation}
\sin\theta=\mu\sin\phi=\mu\sqrt{1-\frac{1+\mu}{4}}
=\frac{\mu}{2}\sqrt{3-\mu}. \label{result}
\end{equation}
The angle is acute, because the proton keeps the forward velocity $V-\mu u\cos\phi=V(1-\mu/2)$; here (\ref{speed}) and (\ref{phi}) give $u\cos\phi=V/2$. The second collision involves the electron and the nucleus, so in this model it leaves the proton's direction unchanged. The atom therefore travels at the angle $\theta$.

For small $\mu$,
\begin{equation}
\theta\simeq\frac{\sqrt3}{2}\,\mu
=0.86603\times5.4462\times10^{-4}
=4.717\times10^{-4}\ \text{rad}.
\end{equation}
The full expression (\ref{result}) gives $0.4716$ mrad, or $0.0270^\circ$. The speed $V$ has dropped out because both transverse and longitudinal momenta scale with it. The deflection is small because an electron carries little momentum compared with a proton of similar speed.

The result can be compared with the largest deflection that one stationary electron can cause. In the centre-of-mass frame the proton has speed $\mu V/(1+\mu)$, and the frame itself moves at $V/(1+\mu)$. The possible laboratory velocities of the proton thus end on a sphere of radius $\mu V/(1+\mu)$, whose centre lies at distance $V/(1+\mu)$ from the origin. The largest angle belongs to the tangent to that sphere, so
\begin{equation}
\sin\theta_{\max}=\mu, \qquad \theta_{\max}=0.5446\ \text{mrad}. \label{max}
\end{equation}
The Thomas angle lies below this limit, as it must.

\subsection{(c) The second collision}

The electron starts at $\phi$ on one side of the beam and ends at $\theta$ on the other, so the nucleus turns it through $\delta=\phi+\theta$. Squaring (\ref{mom}) and setting $u=v'$ gives
\begin{equation}
M^2V^2=v'^2\left(M^2+m^2+2Mm\cos\delta\right).
\end{equation}
Division by $M^2v'^2$, with $V^2/v'^2=1+\mu$, yields
\begin{equation}
1+\mu=1+\mu^2+2\mu\cos\delta
\quad\Longrightarrow\quad
\cos\delta=\frac{1-\mu}{2}. \label{delta}
\end{equation}
Numerically $\phi=59.991^\circ$ and $\delta=60.018^\circ$. The angle at which the electron is ejected and the angle through which the nucleus turns it are both close to $60^\circ$, but they are not identical.

The momentum given to the nucleus is $\mathbf K=m(\mathbf u-\mathbf v')$. Its square is
\begin{equation}
K^2=2m^2v'^2(1-\cos\delta)=m^2v'^2(1+\mu)=m^2V^2,
\end{equation}
so $K=mV$. Its component along the beam is
\begin{equation}
K_z=m\left[\frac V2-V\left(1-\frac\mu2\right)\right]
=-\frac{1-\mu}{2}\,mV .
\end{equation}
The nucleus is therefore pushed partly backwards, at $119.98^\circ$ to the beam. This momentum completes the balance in (\ref{overall}).

\subsection{(d) A recoiling second scatterer}

Let the second scatterer be free and initially at rest, with $r=m/M_T$. To leading order in $\mu$ the proton's velocity stays equal to $\mathbf V$ when it is compared with the electron's velocity. The electron must then end with velocity $\mathbf V$, and the scatterer takes momentum $m(\mathbf u-\mathbf V)$. Energy conservation in the second collision is
\begin{equation}
\tfrac12mu^2=\tfrac12mV^2+\frac{m^2|\mathbf u-\mathbf V|^2}{2M_T}
\quad\Longrightarrow\quad
u^2=V^2+r|\mathbf u-\mathbf V|^2 .
\end{equation}
At this order (\ref{dot}) reads $2\mathbf V\cdot\mathbf u=u^2$, so $|\mathbf u-\mathbf V|^2=V^2$. Hence
\begin{equation}
u=V\sqrt{1+r},\qquad
\cos\phi=\frac{u}{2V}=\frac{\sqrt{1+r}}2 .
\end{equation}
The proton's transverse momentum is $mu\sin\phi$ and its forward momentum is $MV$ at this order. Therefore
\begin{equation}
\theta\simeq\mu\frac uV\sin\phi
=\frac\mu2\sqrt{(1+r)(3-r)} . \label{recoil}
\end{equation}

For a nucleus $r\ll1$. Since $(1+r)(3-r)=3+2r-r^2$, the square root is $\sqrt3\,(1+r/3)$ to first order, and the relative change is $r/3$. For the 4 u nucleus this is $0.0046\%$, so holding the nucleus fixed was a good approximation.

For a second electron $r=1$, and (\ref{recoil}) gives $\theta\simeq\mu$, or $0.545$ mrad. The first electron now leaves at $45^\circ$ with speed $\sqrt2\,V$. After the second collision one electron travels with the proton. The other has velocity $\mathbf u-\mathbf V$, of magnitude $V$, and is perpendicular to the beam because $\mathbf V\cdot\mathbf u=u^2/2=V^2$. This alternative requires an atom with at least two electrons, and its angle coincides at this order with the limit (\ref{max}).

\subsection{(e) A 5 MeV beam}

The non-relativistic speed is $V=\sqrt{2E/M}=3.095\times10^7$ m/s. An electron at this speed has kinetic energy
\begin{equation}
\tfrac12mV^2=\mu E
=5.4462\times10^{-4}\times5\times10^6\ \text{eV}
=2723\ \text{eV}.
\end{equation}
After a field-free drift of length $L=10$ m the atoms formed by the two-collision mechanism are displaced by
\begin{equation}
L\tan\theta=10\ \text{m}\times4.716\times10^{-4}
=4.72\ \text{mm}.
\end{equation}
The azimuth of the collision plane is arbitrary, so for a narrow, parallel beam this distance is the radius of a ring. Only a small part of all captured atoms belongs to this ring at 5 MeV. Capture can also draw on the rare fast components of the electron's bound motion. For an atom that leaves close to the beam direction, (\ref{overall}) gives the nucleus a momentum of about $-mV/2$ along the beam, so the electron must bring about $+mV/2$ from its bound state. This route, which the model of an electron at rest leaves out, sends most atoms closer to the beam direction. If the nucleus is free, its recoil energy is $(mV)^2/2M_T=0.373$ eV, far below the electron's energy.

\paragraph{Relativity.} To leading order in $\mu$, the proton's energy loss is $\mathbf V\cdot\Delta\mathbf P$, where $\Delta\mathbf P$ is the momentum it gives up. An electron of speed $V$ has momentum $\gamma mV$ and kinetic energy $(\gamma-1)mc^2$, so
\begin{equation}
(\gamma-1)mc^2=\gamma mV^2\cos\phi .
\end{equation}
With $V^2/c^2=(\gamma^2-1)/\gamma^2$ this gives $\cos\phi=\gamma/(\gamma+1)$. The factors $\gamma V$ cancel in the ratio of transverse to forward momentum, leaving
\begin{equation}
\theta\simeq\mu\sin\phi=\mu\,\frac{\sqrt{2\gamma+1}}{\gamma+1}.
\end{equation}
For $\gamma=1.0053$ the angle falls by $0.09\%$ relative to the non-relativistic value. Independence of speed is thus a non-relativistic property.

\paragraph{Binding.} Suppose that the proton must also supply the binding energy $I$ in the first collision. To leading order in $\mu$, its energy loss $m\mathbf V\cdot\mathbf u$ equals $\tfrac12mu^2+I$. With $u=V$ and $I'=I/(\tfrac12mV^2)$,
\begin{equation}
\cos\phi=\frac{1+I'}2,\qquad
\sin^2\phi\simeq\frac34-\frac{I'}2,\qquad
\sin\phi\simeq\frac{\sqrt3}{2}\left(1-\frac{I'}3\right).
\end{equation}
Here $I'=25/2723=0.0092$. The numerical solution gives a shift of $-0.31\%$, in agreement with $-I'/3$. This counts only the binding in the original atom. The binding energy of the final hydrogen atom, 13.6 eV, lowers the energy the electron needs after the first collision; including it brings the shift to about $-0.47\%$.

\paragraph{Electron motion.} An electron in an atom is not at rest. Let its initial velocity in the collision plane be $\mathbf w$, with component $w_z$ along the beam and $w_x$ towards the side to which it is ejected. Neglecting $I$ for the moment, and keeping first order in $w/V$, the energy balance $\mathbf V\cdot(\mathbf u-\mathbf w)=u^2/2$ with $u=V$ gives
\begin{equation}
u_z=\frac V2+w_z,\qquad
u_x\simeq\frac{\sqrt3}{2}V-\frac{w_z}{\sqrt3}.
\end{equation}
The proton's deflection comes from the transverse momentum transferred, $m(u_x-w_x)$:
\begin{equation}
\theta\simeq\mu\left[\frac{\sqrt3}{2}-\frac{1}{V}\left(w_x+\frac{w_z}{\sqrt3}\right)\right].
\end{equation}
As the direction of $\mathbf w$ varies at fixed $w$, the last bracket has amplitude $w\sqrt{1+1/3}=2w/\sqrt3$. The half-range of the angle is therefore $2\mu w/(\sqrt3V)$. Taking $\tfrac12mw^2=I$ as a representative speed gives $w/V=0.096$. Solving the balances with binding included, for directions spaced by $15^\circ$, gives angles from $0.409$ to $0.530$ mrad, a half-range of $0.060$ mrad. In an atom with several electrons the mean kinetic energy of an electron can exceed its binding energy, so this choice of $w$ can be too low. In helium the mean is about 39 eV per electron, which would give $w/V\simeq0.12$ and a half-range near $0.075$ mrad.

The captured electron also moves within the final atom. Let its speed along the beam exceed the proton's by $s$, so that $u=V+s$. From $u_z=u^2/(2V)$,
\begin{equation}
u_x^2=u^2-\frac{u^4}{4V^2}\simeq V^2\left(\frac34+\frac sV\right),
\qquad
\delta\theta\simeq\frac{\mu s}{\sqrt3\,V}.
\end{equation}
For $s$ equal to the atomic unit of velocity, $s/V=0.071$ and $\delta\theta=0.022$ mrad. A sideways relative velocity $s_x$ changes the electron's speed $u$ only at second order, so it leaves the proton's deflection unchanged at first order. The electron's extra momentum $ms_x$ nevertheless belongs to the atom and turns the atom's direction by $\mu s_x/V$, which is $0.038$ mrad for one atomic unit of velocity. The spreads from initial and final motion all fall as $1/V$ for a given atom. They are scales for the blurring of the angle, not a calculated line shape, which would require the quantum capture amplitude.

\paragraph{Direct deflection by the nucleus.} Let a proton pass a bare nucleus of charge $Ze$ at impact parameter $b$. For a small deflection, integrating the transverse force along a straight path gives the momentum
\begin{equation}
\frac{Ze^2}{4\pi\varepsilon_0}\int_{-\infty}^{\infty}
\frac{b\,dt}{(b^2+V^2t^2)^{3/2}}
=\frac{2Ze^2}{4\pi\varepsilon_0\,bV}.
\end{equation}
Division by $MV=2E/V$ gives the angle $Ze^2/(4\pi\varepsilon_0Eb)$. It equals the Thomas angle at $b=0.00122$ nm, about $0.023$ Bohr radii. Protons passing this close are deflected by the nucleus as much as by the Thomas mechanism. How much this blurs the captured beam depends on the impact parameters at which capture occurs, which kinematics does not determine.

\paragraph{Relation to a real beam.} Protons of a few MeV are used to control carrier lifetime in silicon power devices, and 5 MeV lies in that rough range. The gas atom here is a light model atom; residual gas in a beam line also contains heavier atoms with tightly bound inner electrons. For such electrons the assumption of a start at rest is poor. For a binding energy of roughly 400 eV, as in the inner shell of nitrogen, $w/V\simeq0.38$, and solving the balances with binding included gives angles from about $0.12$ to $0.69$ mrad. The half-range of $0.28$ mrad is more than half the Thomas angle itself. It is a low estimate, because the mean kinetic energy of an electron in that shell is nearer 600 eV. Direct deflection by the nucleus is of comparable size for a proton passing at the radius of that shell. Resolving the angle also requires a beam whose own angular spread is well below $0.47$ mrad. The calculation applies to single encounters in a dilute gas and not to the wafer, where repeated scattering adds further deflections.

The numerical output below lists the main values for the model atom with 25 eV binding energy.

\section*{Calculated quantities}
\begin{verbatim}
Input: proton energy = 5.0 MeV
Input: model nuclear charge number = 2
Input: model nuclear mass = 4 u
Input: model electron binding energy = 25.0 eV
Input: drift length = 10.0 m
Electron/proton mass ratio mu = 5.446170e-04
Initial proton speed (non-relativistic) = 3.0950e+07 m/s
Initial proton speed / light speed = 0.1032
Matched speed / initial speed = 0.9997278
Energy of an electron at speed V = 2723.1 eV
Electron angle after first collision = 59.9910 deg
Electron turn at the nucleus = 60.0180 deg
Thomas deflection, exact kinematics = 0.47161 mrad
Thomas deflection, sqrt(3) mu/2 = 0.47165 mrad
Thomas deflection converted = 0.02702 deg
Largest single-electron deflection = 0.54462 mrad
Sideways displacement after drift = 4.716 mm
Nuclear recoil momentum / (m V) = 1.000000
Nuclear recoil angle to beam = 119.982 deg
Nuclear recoil energy = 0.373 eV
Lorentz factor of the proton = 1.005329
Relativistic deflection = 0.47119 mrad
Relativistic relative shift = -0.0887 %
Nuclear recoil relative shift = 0.00457 %
Binding relative shift = -0.308 %
Initial electron speed / V = 0.0958
Smallest angle with electron motion = 0.4087 mrad
Largest angle with electron motion = 0.5297 mrad
Half-range from electron motion = 0.0605 mrad
Atomic unit of velocity / V = 0.0707
Half-range from final atom = 0.0222 mrad
Hydrogen binding / electron energy = 0.500 %
Electron-electron Thomas angle = 0.54462 mrad
Direct-deflection impact parameter = 0.001221 nm
That impact parameter / Bohr radius = 0.02308
\end{verbatim}
